# The Rayleigh expansion of a plane wave and its cutoff, part 1

(Sections cited here and not found follow in the second part.)

## First half: the expansion

Take a plane wave of wave number $k = 4$ bohr$^{-1}$ at a distance $r = 5$ bohr from the origin, so that $kr = 20$, and build it from spherical waves of angular momentum $l = 0, 1, 2, \dots, N$. For one choice of directions the sum misses the plane wave, whose modulus is 1, by $0.117$ when $N = 20$, by $2.9 \times 10^{-5}$ when $N = 30$, and by $2.8 \times 10^{-10}$ when $N = 40$. The first ten additional values of $l$ reduce the error by a factor of about $4 \times 10^3$, the next ten by a factor of about $10^5$. Two things need explaining: why the improvement sets in near $l = kr$, and why it accelerates.

### Conventions and theorem

Let $\mathbf k$ and $\mathbf r$ be real vectors with lengths $k$ and $r$, directions $\hat k$ and $\hat r$, and enclosed angle $\gamma$. Write $x = kr > 0$ and $u = \cos\gamma$. The number $x$ has no unit. The Legendre polynomials are fixed by Rodrigues' formula,

$$P_l(u) = \frac{1}{2^l l!}\frac{d^l}{du^l}(u^2-1)^l .$$

They satisfy $P_l(1) = 1$, $P_l(-1) = (-1)^l$, and

$$\frac{d}{du}\left[(1-u^2)P_l'\right] = -l(l+1)P_l, \qquad \int_{-1}^{1} P_l P_n\,du = \frac{2}{2l+1}\,\delta_{ln}.$$

The harmonics $Y_{lm}$ are orthonormal on the unit sphere and carry the Condon–Shortley phase. The spherical Bessel functions are defined here by

$$j_l(x) = \frac{1}{2\,i^l}\int_{-1}^{1} e^{ixu}P_l(u)\,du. \tag{1}$$

Lemma 2 shows that these are the usual functions.

**Theorem.** Let $x = kr > 0$.

(i) The plane wave has the expansion

$$e^{i\mathbf k\cdot\mathbf r} = \sum_{l=0}^{\infty}(2l+1)\,i^l j_l(x)P_l(\cos\gamma) = 4\pi\sum_{l=0}^{\infty}\sum_{m=-l}^{l} i^l j_l(x)\,Y_{lm}^*(\hat k)\,Y_{lm}(\hat r).$$

(ii) For integers $l \ge 1$ with $l + \tfrac12 \ge x$, define $a_l \ge 0$ by $\cosh a_l = (l+\tfrac12)/x$. Then $0 < j_l \le e^{-a_l} j_{l-1}$. The ratios $j_l/j_{l-1}$ do not increase with $l$, and they tend to zero.

(iii) For integers $l \ge x$, let $m = \lceil x\rceil - 1$, where $\lceil x\rceil$ is the smallest integer not below $x$. Then

$$j_l(x) \le \frac{e^{-S}}{\sqrt{2m+1}}, \qquad S = l\,\mathrm{arccosh}\frac{l}{x} - \sqrt{l^2-x^2}.$$

With $l = x + s\,x^{1/3}$ and $\varepsilon = (l-x)/x$,

$$\frac{2\sqrt2}{3}s^{3/2}\left(1-\frac{\varepsilon}{20}\right) \le S \le \frac{2\sqrt2}{3}s^{3/2}.$$

(iv) If the sum is cut after an integer $N \ge x$, the error at every angle is at most

$$\frac{(2N+3)\,j_{N+1}(x)}{1-q}, \qquad q = \frac{2N+5}{2N+3}\,e^{-a_{N+2}} < 1.$$

Part (i) is proved in this half, the other parts in the second. By (ii), the terms finally fall faster than any exponential in $l$: once $l+\tfrac12 \ge x$, each step in $l$ multiplies $j_l$ by a factor that never grows and finally falls below any fixed positive number. The terms are not yet small at $l = x$ itself. They become small after several widths $x^{1/3}$; how many depends on the accuracy wanted and, weakly, on $x$.

### Lemma 1: the addition theorem

For any two directions,

$$\sum_{m=-l}^{l}Y_{lm}^*(\hat k)Y_{lm}(\hat r) = \frac{2l+1}{4\pi}P_l(\cos\gamma), \tag{2}$$

and $|P_l(u)| \le 1$ for $-1 \le u \le 1$.

*Proof.* A rotation $R$ commutes with the angular Laplacian, so it turns a harmonic of degree $l$ into a combination of harmonics of the same degree:

$$Y_{lm}(R\hat n) = \sum_{m'}U_{mm'}Y_{lm'}(\hat n).$$

A rotation also preserves integrals over the sphere. The rotated functions are therefore orthonormal too, and the matrix $U$ is unitary. Hence

$$\sum_m Y_{lm}^*(R\hat k)Y_{lm}(R\hat r) = \sum_{m'm''}\left[\sum_m U_{mm'}^*U_{mm''}\right]Y_{lm'}^*(\hat k)Y_{lm''}(\hat r),$$

and the bracket equals $\delta_{m'm''}$. The sum in (2) is thus unchanged when both directions are rotated together. Choose the rotation that carries $\hat k$ to the $z$ axis; the polar angle of the rotated $\hat r$ is then $\gamma$. On the $z$ axis every harmonic with $m \ne 0$ vanishes, because it contains the factor $\sin^{|m|}\theta$. The remaining one is $Y_{l0} = \sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$, which on the axis equals $\sqrt{(2l+1)/4\pi}$. The product of its two values gives (2).

For $\hat r = \hat k$, equation (2) reads $\sum_m|Y_{lm}(\hat k)|^2 = (2l+1)/4\pi$. The Cauchy–Schwarz inequality applied to the left side of (2) then bounds its modulus by $(2l+1)/4\pi$, so $|P_l| \le 1$. ∎

### Lemma 2: the radial functions

The functions (1) are real and satisfy

$$x^2j_l'' + 2xj_l' + \left[x^2 - l(l+1)\right]j_l = 0, \tag{3}$$

$$j_l(x) = \frac{x^l}{2^{l+1}l!}\int_{-1}^{1}(1-u^2)^l\cos(xu)\,du. \tag{4}$$

*Proof.* Put $F(x) = \int_{-1}^{1}e^{ixu}P_l\,du$. Each derivative with respect to $x$ brings down a factor $iu$, so

$$x^2F'' + 2xF' + x^2F = \int_{-1}^{1}P_l\left[x^2(1-u^2) + 2ixu\right]e^{ixu}du.$$

On the other hand,

$$\frac{d}{du}\left[(1-u^2)\frac{d}{du}e^{ixu}\right] = \left[-2ixu - x^2(1-u^2)\right]e^{ixu},$$

which is the negative of the integrand without $P_l$. Integrate by parts twice. The boundary terms contain $1-u^2$ and vanish at $u = \pm1$, and both derivatives move to $P_l$:

$$x^2F''+2xF'+x^2F = -\int_{-1}^{1}e^{ixu}\frac{d}{du}\left[(1-u^2)P_l'\right]du = l(l+1)F.$$

The last step is Legendre's equation. Since $j_l$ is $F$ times a constant, (3) follows.

For (4), insert Rodrigues' formula in $F$ and integrate by parts $l$ times. The boundary terms contain derivatives of $(u^2-1)^l$ of order below $l$, which vanish at $u = \pm1$. Each integration gives a factor $-ix$:

$$F = \frac{(-ix)^l}{2^l l!}\int_{-1}^{1}(u^2-1)^l e^{ixu}du = \frac{(ix)^l}{2^l l!}\int_{-1}^{1}(1-u^2)^l e^{ixu}du.$$

The second form absorbs $(-1)^l$ from $(u^2-1)^l = (-1)^l(1-u^2)^l$. Division by $2i^l$ removes the power of $i$. The part of $e^{ixu}$ containing $\sin(xu)$ is odd and integrates to zero, which leaves (4). ∎

Equation (3) is the radial equation of a free particle. In Hartree atomic units, $j_l(kr)Y_{lm}(\hat r)$ solves $-\tfrac12\nabla^2\psi = \tfrac12k^2\psi$. Near the origin the solutions of (3) behave as $x^l$ or as $x^{-l-1}$, and (4) selects the regular one. A plane wave is finite at the origin, so the singular solution cannot appear in it.

### Lemma 3: size at large angular momentum

Let $(2l+1)!! = 1\cdot3\cdot5\cdots(2l+1)$ and $g_l = (2l+1)!!\,j_l(x)/x^l$. Then $|g_l| \le 1$ and

$$1 - \frac{x^2}{2(2l+3)} \le g_l \le 1. \tag{5}$$

*Proof.* Let $I_l = \int_{-1}^{1}(1-u^2)^l du$. For $l \ge 1$, integration by parts gives

$$I_l = 2l\int_{-1}^{1}u^2(1-u^2)^{l-1}du = 2l\,(I_{l-1}-I_l),$$

because $u^2 = 1-(1-u^2)$. Therefore $I_l = \frac{2l}{2l+1}I_{l-1}$. With $I_0 = 2$ this yields

$$I_l = \frac{2^{l+1}l!}{(2l+1)!!}.$$

Comparison with (4) shows that $g_l$ is the mean of $\cos(xu)$ taken with the positive weight $(1-u^2)^l/I_l$. Hence $|g_l| \le 1$. The mean of $u^2$ with the same weight is

$$\frac{I_l-I_{l+1}}{I_l} = 1-\frac{2l+2}{2l+3} = \frac{1}{2l+3}.$$

Since $\cos(xu) \ge 1 - x^2u^2/2$, taking the mean gives the lower bound in (5). ∎

Three consequences will be used:

$$|j_l(x)| \le \frac{x^l}{(2l+1)!!}; \qquad j_l(x) > 0 \text{ for large } l; \qquad \frac{j_{l+1}}{j_l} = \frac{x}{2l+3}\,\frac{g_{l+1}}{g_l} \to 0. \tag{6}$$

For small $x$ at fixed $l$, (5) also gives the normalization $j_l \approx x^l/(2l+1)!!$, which is the standard one.

*Remark.* The first bound in (6) already decreases faster than any exponential in $l$, but it does not locate the cutoff. Stirling's formula, applied to $(2l+1)!! = (2l+1)!/(2^l l!)$, gives $\ln(2l+1)!! \approx l\ln(2l/e)$ to leading order, with $e = 2.718\ldots$ here. The bound therefore behaves roughly as $(ex/2l)^l$, which becomes small once $l$ exceeds $ex/2 \approx 1.36\,x$. This would allow a margin proportional to $x$. For large $x$ the true margin is much narrower. The second half derives it from a recurrence in $l$.

### Proof of part (i)

Consider the series

$$f(u) = \sum_{l=0}^{\infty}(2l+1)\,i^lj_l(x)P_l(u).$$

By Lemma 1 and (6), the modulus of its $l$th term is at most $M_l = (2l+1)x^l/(2l+1)!!$. For $l \ge 1$ this is $x^l/(2l-1)!!$, so $M_{l+1}/M_l = x/(2l+1)$, which tends to zero. The sum of the $M_l$ converges. The series therefore converges absolutely and uniformly in $u$, its sum $f$ is continuous, and it may be integrated term by term. Multiplication by $P_n$ and integration give

$$\int_{-1}^{1}f\,P_n\,du = (2n+1)\,i^nj_n\,\frac{2}{2n+1} = 2i^nj_n = \int_{-1}^{1}e^{ixu}P_n\,du,$$

where the last equality is the definition (1). The continuous function $d(u) = f(u)-e^{ixu}$ is thus orthogonal to every Legendre polynomial, and hence to every polynomial. By Weierstrass' theorem there are polynomials $p$ that approach $d^*$ uniformly. For them $\int p\,d\,du = 0$, and in the limit $\int|d|^2du = 0$. A continuous function with this property vanishes, so $f(u) = e^{ixu}$ at every angle. Since $xu = kr\cos\gamma = \mathbf k\cdot\mathbf r$, this is the first form in (i). Replacing $(2l+1)P_l$ by means of (2) gives the second. ∎

*Signs and limits.* For small $x$ the terms $l = 0$ and $l = 1$ are approximately $1$ and $3i\,(x/3)\cos\gamma = i\,\mathbf k\cdot\mathbf r$, as the Taylor series of the exponential requires. This checks the factor $i^l$ for these two terms. Reversing $\mathbf k$ changes $\cos\gamma$ to $-\cos\gamma$ and multiplies $P_l$ by $(-1)^l$, so $e^{-i\mathbf k\cdot\mathbf r}$ has $(-i)^l$ in place of $i^l$. The complex conjugation may sit on either harmonic, because the sum (2) is real.

### Lemma 4: the weights add to one

$$\sum_{l=0}^{\infty}(2l+1)\,j_l(x)^2 = 1, \qquad |j_l(x)| \le \frac{1}{\sqrt{2l+1}}. \tag{7}$$

*Proof.* Since $|e^{ixu}|^2 = 1$, its integral over $-1 \le u \le 1$ is 2. Inserting the uniformly convergent series and using orthogonality gives

$$2 = \sum_l(2l+1)^2j_l^2\,\frac{2}{2l+1} = 2\sum_l(2l+1)j_l^2.$$

No single term of a sum of nonnegative numbers can exceed the total, which gives the second statement. ∎

The number $(2l+1)j_l(kr)^2$ is therefore the share of angular momentum $l$ in the plane wave on the sphere of radius $r$. A classical particle of momentum $k$ at that radius has angular momentum $kr\sin\gamma$ in atomic units, which is at most $kr$. Larger values of $l$ are classically forbidden there.

### The expansion in numbers

Let $\hat k$ have polar angle $0.7$ rad and azimuth $0.4$ rad, and let $\hat r$ have $1.9$ rad and $2.5$ rad. Then

$$\cos\gamma = \cos0.7\cos1.9+\sin0.7\sin1.9\cos(2.5-0.4) = -0.55503,$$

so $\mathbf k\cdot\mathbf r = 20\times(-0.55503) = -11.1006$, and the plane wave equals $0.10486+0.99449\,i$. The sum over harmonics gives $0.02959+1.08353\,i$ for $N = 20$ and $0.10484+0.99447\,i$ for $N = 30$. For $N = 40$ it agrees with the plane wave in all eight printed decimals.

## Second half: where the terms die

The symbols are those of the first half: $x = kr > 0$, $\gamma$ is the angle between $\mathbf k$ and $\mathbf r$, $u = \cos\gamma$, and $2i^lj_l(x) = \int_{-1}^{1}e^{ixu}P_l(u)\,du$. The plane wave is $\sum_l(2l+1)i^lj_l(x)P_l(u)$ with $|P_l| \le 1$. Three facts are carried over. For sufficiently large $l$, $j_l$ is positive; the ratio $j_{l+1}/j_l$ tends to zero as $l\to\infty$; and $|j_l| \le (2l+1)^{-1/2}$. As before, $\cosh a_l = (l+\tfrac12)/x$ with $a_l \ge 0$, which requires $l+\tfrac12 \ge x$.

### Lemma 5: the recurrence

For $l \ge 1$,

$$j_{l-1}+j_{l+1} = \frac{2l+1}{x}\,j_l. \tag{8}$$

*Proof.* First a relation between Legendre polynomials is needed. Write $D = d/du$. Differentiating twice,

$$D^2(u^2-1)^{l+1} = 2(l+1)\left[(u^2-1)^l+2l\,u^2(u^2-1)^{l-1}\right].$$

With $u^2 = (u^2-1)+1$ the bracket becomes $(2l+1)(u^2-1)^l+2l(u^2-1)^{l-1}$. Apply $D^l$ and divide by $2^{l+1}(l+1)!$. By Rodrigues' formula the left side is $P_{l+1}'$, and the right side is

$$\frac{2l+1}{2^ll!}D^l(u^2-1)^l+\frac{1}{2^{l-1}(l-1)!}D^l(u^2-1)^{l-1} = (2l+1)P_l+P_{l-1}'.$$

Hence $(2l+1)P_l = P_{l+1}'-P_{l-1}'$. Multiply by $e^{ixu}$ and integrate by parts. The boundary term vanishes because $P_{l+1}$ and $P_{l-1}$ agree at $u = 1$ and at $u = -1$. What remains is

$$2i^l(2l+1)j_l = -ix\left(2i^{l+1}j_{l+1}-2i^{l-1}j_{l-1}\right).$$

Divide by $2i^l$. The first term on the right becomes $-ix\cdot i\,j_{l+1} = x\,j_{l+1}$. The second becomes $ix\cdot i^{-1}j_{l-1} = x\,j_{l-1}$. Division by $x$ gives (8). ∎

### Lemma 6: positive and nonincreasing

If $l \ge 1$ and $l+\tfrac12 \ge x$, then $j_{l-1} \ge j_l > 0$.

*Proof.* For sufficiently large $l$ the functions are positive and their ratio is below 1, so $j_l > j_{l+1} > 0$. Now go down in $l$. Suppose $j_l \ge j_{l+1} > 0$ and $l+\tfrac12 \ge x$. Then $(2l+1)/x \ge 2$, and (8) gives

$$j_{l-1} = \frac{2l+1}{x}j_l-j_{l+1} \ge 2j_l-j_{l+1} \ge j_l > 0.$$

The step can be repeated as long as $l+\tfrac12 \ge x$ and $l \ge 1$. ∎

The plane-wave expansion is now proved, and the recurrence (8) has shown that the $j_l$ are positive and do not increase with $l$ from the last index below the range $l+\tfrac12 \ge x$ onward. What remains is to prove parts (ii) to (iv): how fast the terms fall, how wide the edge near $l = kr$ is, and how large an error a finite sum leaves.

All numerical values are calculated from the stated model.
